# Displacive and Impulsive Raman Forces on Coherent Phonons from Dielectric Functions, part 2

A light pulse drives a classical Raman-active phonon coordinate $Q$ (a length), with mass $M$ per cell, angular frequency $\Omega$, restoring force $-M\Omega^2Q$ and fixed cell volume $V$. The field inside the crystal is $E=A\cos\omega_0t$, with $A(t)$ real, smooth and even about $t=0$. Formulas are in SI form; with time factor $e^{-i\omega t}$, absorption gives $\varepsilon_2>0$ in $\varepsilon=\varepsilon_1+i\varepsilon_2$.

Independent electrons make vertical transitions $k$, with frequency $\omega_k$, real dipole $d_k$ and slope $\Xi_k=\hbar\,\partial_Q\omega_k$:

$$H_k=\tfrac12\hbar\omega_k(Q)\,\sigma_z-d_k(Q)E(t)\,\sigma_x , \tag{1}$$

The crystal has a gap; intraband currents and band mixing by $Q$ are omitted. The light-induced force is

$$F=-\sum_k\Xi_kn_k+\sum_kd_k'E\langle\sigma_x\rangle_k . \tag{2}$$

Sums are per cell. The upper-state population is $n_k=|c_k|^2$, with $c_k$ the first-order amplitude, and $d_k'=\partial_Qd_k$. Primes on functions of frequency are frequency derivatives. Subscripts $d$ and $\omega_k$ on $Q$ derivatives mean fixed dipoles and fixed transition energies; without a subscript both change.

Define $\mathcal D=\sum_k\Xi_kD_k=\mathcal D_1+i\mathcal D_2$, where

$$D_k(\omega)=\frac{d_k^2}{\varepsilon_0V\hbar}\left[\frac1{\omega_k-\omega-i0}-\frac1{\omega_k+\omega+i0}\right].$$

Then $\mathcal D_2=\Xi\varepsilon_2$, with $\Xi(\omega_0)$ the absorption-weighted mean slope of the resonant transitions. For frequencies $\omega_0+\nu_{1,2}$ and a bandwidth small against the spectral structure,

$$\mathcal D(\omega_0+\nu_1)-\mathcal D^*(\omega_0+\nu_2)\simeq2i\mathcal D_2+\mathcal D_1'(\nu_1-\nu_2)+i\mathcal D_2'(\nu_1+\nu_2). \tag{6}$$

Cycle averaging (overlines) gives, to second order in the field,

$$\overline{\sum_k\Xi_kn_k}=\frac{\varepsilon_0V}{4\hbar}\left[2\mathcal D_2(\omega_0)\int_{-\infty}^tA^2dt'+\mathcal D_1'(\omega_0)A^2(t)\right]. \tag{7}$$

$$\overline{\sum_kd_k'E\langle\sigma_x\rangle_k}=\frac{\varepsilon_0V}{2}A^2\sum_k\frac{d_k'}{d_k}{\rm Re}\,\chi_k=\frac{\varepsilon_0V}{4}(\partial_Q\varepsilon_1)_{\omega_k}A^2 . \tag{11}$$

Here $\chi_k$ is the contribution of transition $k$ to $\varepsilon-1$. The next term in the bandwidth, proportional to $dA^2/dt$, is omitted from (11).

$$K\equiv\int_0^{\hbar\omega_0}\left(\frac{\partial\varepsilon_2}{\partial Q}\right)_d du=-\Xi(\omega_0)\,\varepsilon_2(\omega_0). \tag{12}$$

The total averaged force has an impulsive and a displacive term:

$$\boxed{F(t)=\frac{\varepsilon_0V}{4}\frac{\partial\varepsilon_1(\omega_0)}{\partial Q}A^2(t)+\frac{\varepsilon_0V}{2\hbar}K\int_{-\infty}^tA^2(t')\,dt'} \tag{13}$$

The number of electron–hole pairs per cell is

$$N=\frac{\varepsilon_0V}{2\hbar}\varepsilon_2(\omega_0)\int A^2dt . \tag{14}$$

### Sine and cosine

Without damping the coordinate obeys $M(\ddot Q+\Omega^2Q)=F(t)$. Define the pulse area and the pulse-length factor

$$W=\int A^2dt,\qquad g=\frac1W\int A^2(t)\cos\Omega t\,dt .$$

An impulse $J$ at time $s$ produces $(J/M\Omega)\sin\Omega(t-s)$. The impulsive part of (13) is a succession of impulses with total $J=\frac14\varepsilon_0V(\partial_Q\varepsilon_1)W$, distributed as $A^2(s)/W$. Expand $\sin\Omega(t-s)=\sin\Omega t\cos\Omega s-\cos\Omega t\sin\Omega s$. The integral with $\sin\Omega s$ vanishes because $A^2$ is even, and after the pulse the motion is $Sg\sin\Omega t$.

A force $F_\infty$ switched on at time $s$ produces $(F_\infty/M\Omega^2)[1-\cos\Omega(t-s)]$. The displacive part is a succession of such steps with the same distribution and total height $F_\infty=\varepsilon_0VKW/2\hbar$. The same expansion leaves $Q_\infty(1-g\cos\Omega t)$. After the pulse, therefore,

$$Q(t)=Q_\infty\left[1-g\cos\Omega t\right]+Sg\sin\Omega t, \tag{15}$$

$$Q_\infty=\frac{\varepsilon_0VKW}{2\hbar M\Omega^2},\qquad S=\frac{\varepsilon_0VW}{4M\Omega}\frac{\partial\varepsilon_1(\omega_0)}{\partial Q}. \tag{16}$$

An impulse changes the velocity at an almost unchanged position, and a sine starts from zero displacement. A lasting force moves the equilibrium position, and the coordinate, still near its old position, is then at a turning point of the new oscillation. That is the cosine. In a transparent crystal $K=0$ and the motion is a pure sine at this order. An absorbing crystal has both parts, unless $\partial_Q\varepsilon_1$ vanishes (no sine) or the mean slope $\Xi(\omega_0)$ of the resonant transitions vanishes (no cosine in (15), since $K=-\Xi\varepsilon_2$). Terms beyond (13) can still leave a small cosine. If the slope only passes through zero at $\omega_0$, the finite bandwidth and finite $\Omega$ do so. The $dA^2/dt$ term omitted after (11) also does, without any offset: its cosine coefficient is $-\frac{\Omega}{2}\,\partial_\omega(\partial_Q\varepsilon_2)_{\omega_k}/\partial_Q\varepsilon_1$ times the sine coefficient, whatever the pulse length.

Write the oscillation as $Q-Q_\infty=-B\cos(\Omega t+\varphi)$. Comparison with (15) gives $B\cos\varphi=gQ_\infty$ and $B\sin\varphi=gS$, so

$$\tan\varphi=\frac{S}{Q_\infty}=\frac{\hbar\Omega}{2K}\frac{\partial\varepsilon_1(\omega_0)}{\partial Q}. \tag{17}$$

The quadrant follows from the signs of $S$ and $Q_\infty$ separately. Pulse area, mass and pulse length cancel at this order. The cosine dominates when $2|\Xi|\varepsilon_2\gg\hbar\Omega\,|\partial_Q\varepsilon_1|$. Because $\hbar\Omega$ is small on the scale of optical spectra, moderate absorption can meet this condition, provided the mean slope $\Xi(\omega_0)$ of the resonant transitions is not small.

For a Gaussian envelope $A=A_0e^{-t^2/2\tau^2}$,

$$W=\sqrt\pi\,\tau A_0^2,\qquad g=e^{-\Omega^2\tau^2/4}.$$

When $\Omega\tau$ is large, $g$ is small and the coordinate follows the force without ringing. The product $\Omega\tau$ need not be small for (15), but $\hbar\Omega$ must be small against the spectral structure. The oscillation is driven by pairs with $\nu_1-\nu_2=\pm\Omega$, so expansion (6) has to hold over $\omega_0\pm\Omega/2$ even when the pulse spectrum is narrower. Its second-order term changes the cosine by the relative amount $(\Xi\varepsilon_2)''\Omega^2/(8\,\Xi\varepsilon_2)$, which does not fall with growing $\tau$ and is $\Omega^2\tau^2/2$ times the bandwidth correction for a Gaussian. In the model crystal below it is about 17% at 2.05 eV, close to the band edge, and about 0.1% at 2.5 eV.

If the fluence $\Phi$ inside the crystal is known instead of the field, use the mean intensity $\frac12\varepsilon_0c\,n_rA^2$, with $n_r={\rm Re}\sqrt\varepsilon$. Then $W=2\Phi/(\varepsilon_0c\,n_r)$. The incident fluence must first be corrected for reflection and depth.

### Procedure for an electronic-structure calculation

1. Compute $\varepsilon(\omega)$ at displacements $\pm h$ along the mode, with the cell volume fixed. A central difference of $\varepsilon_1$ at $\omega_0$ gives $\partial_Q\varepsilon_1$. Energies and matrix elements must both change with $Q$.
2. Obtain $K$ from the resonant transitions as $-\Xi\varepsilon_2$, or repeat the two spectra with the dipoles frozen at $Q=0$ and integrate the central difference $[\varepsilon_2(+h)-\varepsilon_2(-h)]/2h$ up to $\hbar\omega_0$. Agreement of the two values checks the spectral integration.
3. Insert the results into (16) and (17), with $M$ and $V$ referring to the same cell and $Q$ normalized as in $M\dot Q^2/2$ per cell.

If velocity matrix elements $v_k$ are stored instead of dipoles, freezing them is a different operation. Since $|d_k|=e|v_k|/\omega_k$, fixed $v_k$ implies $d_k'/d_k=-\Xi_k/\hbar\omega_k$. The derivative of $\varepsilon_2$ at photon energy $u$ then contains the additional term $-2\Xi\varepsilon_2/u$, which does not belong in $K$.

The origin of time matters when phases are compared. An error $\delta t$ in the position of the pulse centre changes the phase by $\Omega\,\delta t$. For a 10 THz mode, 1 fs amounts to $3.6^\circ$.

### Model crystal

The example uses round model parameters and represents no particular material. Transition energies at $Q=0$ fill the range from 2 to 6 eV uniformly, with a total weight of two transitions per cell. With $x=(\hbar\omega_k-2\,{\rm eV})/4\,{\rm eV}$, the squared dipole is $16x^2(1-x)^2$ in units of $(e\,\text{Å})^2$, and the slope is $\Xi=-(1+x)$ eV/Å. All dipoles vary as $1+\beta Q$ with $\beta=0.1$ Å$^{-1}$. The cell has $V=50$ Å$^3$, $M=50$ u and $\Omega/2\pi=10$ THz. The pulse has $\tau=12$ fs and a peak field of 10 MV/m, or $10^{-3}$ V/Å.

The comparison is a simulation in which 600 two-level states and $Q$ move together under (1) and (2). It uses neither perturbation theory nor cycle averaging, and the force on $Q$ is the instantaneous one. After the pulse, $Q(t)$ is fitted by a constant, a cosine and a sine at frequency $\Omega$. The predictions use only $\varepsilon$, from spectral integrals and finite differences in $Q$. Since the simulation has the same Hamiltonian as the derivation, it examines the perturbative and narrow-band steps, not the physical assumptions in (1).

### Arithmetic at 2.5 eV

In units of eV, Å, fs and $e$, $\varepsilon_0V=0.2763\ e\,\text{Å}^2/{\rm V}$ and $W=\sqrt\pi\times12\times10^{-6}=2.127\times10^{-5}$ V$^2$ fs/Å$^2$. The mass is 5182 eV fs$^2$/Å$^2$ and $\Omega=0.06283$ fs$^{-1}$, so $M\Omega^2=20.46$ eV/Å$^2$.

At this photon energy $x=0.125$ and $\Xi=-1.125$ eV/Å. With $\varepsilon_2=1.088$, (12) gives $K=1.125\times1.088=1.224$ eV/Å, in agreement with the energy integral. The lasting force and displacement are

$$F_\infty=\frac{0.2763\times1.2243\times2.127\times10^{-5}}{2\times0.6582}=5.47\times10^{-6}\ \text{eV/Å},$$

$$Q_\infty=\frac{5.47\times10^{-6}}{20.46}=2.67\times10^{-7}\ \text{Å}=0.0267\ \text{fm}.$$

The factor $g=0.8675$ makes the cosine coefficient $-0.0232$ fm. The simulation gives 0.0268 fm and $-0.0233$ fm.

For the sine, $\partial_Q\varepsilon_1=3.662$ Å$^{-1}$ and

$$Sg=\frac{0.2763\times2.127\times10^{-5}\times3.662}{4\times5182\times0.06283}\times0.8675=1.43\times10^{-8}\ \text{Å},$$

or 0.00143 fm, equal to the simulated value at this precision. With $\hbar\Omega=0.04136$ eV, (17) gives $\tan\varphi=0.04136\times3.662/(2\times1.224)=0.0619$ and $\varphi=3.5^\circ$, also found in the simulation. The displacements are tiny because the field is weak; at this order they grow in proportion to the fluence.

### Comparison of the three photon energies

At 1 eV the crystal is transparent. The predicted sine is 0.000558 fm and the simulated one 0.000557 fm. The simulated offset and cosine vanish at the printed precision. Changing dipoles matter here: they contribute $2\beta(\varepsilon_1-1)=0.2\times2.1745=0.435$ Å$^{-1}$ of the total $\partial_Q\varepsilon_1=1.424$ Å$^{-1}$, about 31%. Leaving out (11) would have exceeded the 4% tolerance of the test on the sine.

The two absorbing cases separate the integral $K$ from the local derivative. From 2.5 to 4 eV, $(\partial_Q\varepsilon_2)_d$ falls from 4.47 to 1.42 Å$^{-1}$, while $K$ rises from 1.22 to 8.53 eV/Å, a factor of 7.0. The simulated offset rises from 0.0268 to 0.186 fm, a factor of 6.9. It follows $K$.

Meanwhile $\partial_Q\varepsilon_1$ changes from $+3.66$ to $-7.05$ Å$^{-1}$. The sine changes sign with it, from $+0.00143$ to $-0.0027$ fm in the simulation, and the phase at 4 eV is $-1.0^\circ$. Both cases are almost pure cosines, although the prompt force at 4 eV is the larger of the two in magnitude.

The tests require the sine to agree within 4% in all three cases, and the offset, cosine and pair number within 1% in the absorbing ones. All were met. The full set of values is in the numerical output.

### Size of the narrow-band errors

The next term of expansion (6) that affects the pair number is $\frac i2\varepsilon_2''(\nu_1^2+\nu_2^2)$, with $\Xi_k$ set to one. In time, $\nu_1^2+\nu_2^2$ becomes $-2A\ddot A$, whose integral is $2\int\dot A^2dt$ after one integration by parts. Relative to the leading term the correction is

$$\frac{\delta N}{N}=\frac{\varepsilon_2''}{2\varepsilon_2}\,\frac{\int\dot A^2dt}{\int A^2dt}=\frac{\varepsilon_2''}{4\varepsilon_2\tau^2}, \tag{18}$$

the last form being for the Gaussian. This is the average of $\varepsilon_2$ over the pulse spectrum. At 2.5 eV the band shape gives $\varepsilon_2''/\varepsilon_2=3.59\,\hbar^2/{\rm eV}^2$, hence $\delta N/N=3.59\times(0.6582/12)^2/4=0.27\%$. The simulated pair number, $4.871\times10^{-6}$ per cell, exceeds the formula, $4.858\times10^{-6}$, by 0.27%.

The period-averaged force was also compared during the pulse. The largest deviation, relative to the largest predicted force, is 0.4% at 2.5 eV, 0.1% at 4 eV and 2.3% at 1 eV. The averaging window alone produces an error of the size of the last value. Over one period $T$, the oscillating part of $E^2$ does not cancel when the envelope changes; the remainder relative to the peak is at most about $(T/4\pi)\max|dA^2/dt|/A_0^2$. For $T=4.14$ fs this is $4.14\times0.858/(4\pi\times12)=2.4\%$. Below the gap the force follows the field to leading order. The dipole term is proportional to $E^2$. For the population, $c_k=\frac{d_kA}{2\hbar}\left[e^{-i\omega_0t}/(\omega_k-\omega_0)+e^{i\omega_0t}/(\omega_k+\omega_0)\right]$ gives a part at $2\omega_0$ whose ratio to the mean is $(\omega_k^2-\omega_0^2)/(\omega_k^2+\omega_0^2)<1$. The two terms have the same sign here, so the remainder in the force is somewhat below that of $E^2$. The window also smooths the envelope, which lowers the peak by $T^2/12\tau^2=1.0\%$ at the pulse centre. These contributions were not separated in the simulation.

### Conditions that change the phase

**Chirp.** Let the envelope be $|A|e^{-i\theta(t)}$, with instantaneous frequency $\omega_0+\dot\theta$. The third term of (6) no longer vanishes and adds $2\mathcal D_2'\int^t|A|^2\dot\theta\,dt'$ to the bracket in (7). For a Gaussian with $\dot\theta=bt$, $\int^tt'|A|^2dt'=-\frac12\tau^2|A|^2$. The addition is then a prompt term, $-\mathcal D_2'b\tau^2|A|^2$. Since $\mathcal D_2'=-\hbar(\partial_Q\varepsilon_2)_d$, it amounts in the force (13) to the replacement

$$\frac{\partial\varepsilon_1}{\partial Q}\;\to\;\frac{\partial\varepsilon_1}{\partial Q}-b\tau^2\left(\frac{\partial\varepsilon_2}{\partial Q}\right)_d .$$

Here the local derivative of $\varepsilon_2$ does enter, through the sine. The frequency excursion $b\tau$ must remain small against the spectral structure. This case was not simulated.

**Finite carrier lifetime.** Suppose that the displacive force decays as $F_\infty e^{-\gamma t}$ after a pulse much shorter than $1/\Omega$ and $1/\gamma$. The solution with zero initial position and velocity is

$$Q=\frac{F_\infty}{M(\Omega^2+\gamma^2)}\left[e^{-\gamma t}-\cos\Omega t+\frac{\gamma}{\Omega}\sin\Omega t\right].$$

Substitution confirms it: the exponential balances the force, and the other two terms solve the free equation. The decay alone gives $\tan\varphi=\gamma/\Omega$. A sine-like phase is therefore no proof of transparency; it can also come from a displacive force that disappears within a fraction of a period.

**Carrier relaxation.** If carriers scatter to other states, their energy slopes change. $K$ then gives the force just after excitation, and the later force needs the slopes weighted with the actual populations.

**Strong excitation.** Depletion of the lower states, changes of screening and softening of $\Omega$ are absent from second-order theory. In the example the largest final occupation of any upper state is $5\times10^{-4}$, so depletion is weak. When it is not, the populations must be calculated beyond second order, and together with $Q$ if its motion shifts the transition energies appreciably during the pulse.

## Table of computed values

```
cell volume: 50.0 angstrom^3
phonon mass: 50.0 u
phonon frequency: 10.0 THz
transition band: 2.0 to 6.0 eV
energy slope, band bottom: -1.0 eV/angstrom
energy slope, band top: -2.0 eV/angstrom
largest dipole: 1.0 e angstrom
relative dipole slope: 0.10 1/angstrom
peak field: 10.0 MV/m
pulse parameter tau: 12.0 fs
pulse-length factor g: 0.8675
PHOTON ENERGY: 1.0 eV
 eps1, eps2: 3.1745, 0.0000
 d eps1/dQ: 1.4244 1/angstrom
 d eps2/dQ, fixed dipoles: 0.0000 1/angstrom
 K (energy integral): 0.0000 eV/angstrom
 pairs per cell, formula: 0.0000e+00
 pairs per cell, simulation: 1.0203e-20
 largest final occupation: 1.23e-19
 offset, formula / sim.: 0.00000 / -0.00000 fm
 cosine, formula / sim.: -0.00000 / 0.00000 fm
 sine, formula / sim.: 0.000558 / 0.000557 fm
 phase phi, formula / sim.: 90.000 / 90.000 deg
 largest relative force error: 0.0232
PHOTON ENERGY: 2.5 eV
 eps1, eps2: 5.2732, 1.0881
 d eps1/dQ: 3.6620 1/angstrom
 d eps2/dQ, fixed dipoles: 4.4689 1/angstrom
 K (energy integral): 1.2243 eV/angstrom
 pairs per cell, formula: 4.8578e-06
 pairs per cell, simulation: 4.8707e-06
 largest final occupation: 1.01e-04
 offset, formula / sim.: 0.02672 / 0.02681 fm
 cosine, formula / sim.: -0.02318 / -0.02329 fm
 sine, formula / sim.: 0.001434 / 0.001429 fm
 phase phi, formula / sim.: 3.539 / 3.512 deg
 largest relative force error: 0.0043
PHOTON ENERGY: 4.0 eV
 eps1, eps2: 1.4869, 5.6848
 d eps1/dQ: -7.0497 1/angstrom
 d eps2/dQ, fixed dipoles: 1.4207 1/angstrom
 K (energy integral): 8.5269 eV/angstrom
 pairs per cell, formula: 2.5379e-05
 pairs per cell, simulation: 2.5356e-05
 largest final occupation: 5.20e-04
 offset, formula / sim.: 0.18608 / 0.18591 fm
 cosine, formula / sim.: -0.16142 / -0.16125 fm
 sine, formula / sim.: -0.002760 / -0.002740 fm
 phase phi, formula / sim.: -0.979 / -0.974 deg
 largest relative force error: 0.0011
```
